# Fourfold Slowing of Terrace Adatom Decay by a Descending-Step Barrier

A simulation of step-flow growth needs a diffusion barrier for the terrace and an extra barrier for the hop down over the step edge, the Ehrlich-Schwoebel barrier. Both are costly to compute, and one must decide which deserves the effort. If the quantity wanted is the slowest time constant with which a terrace empties after the flux is shut off, the answer hangs on a bound. With a perfectly absorbing ascending step, the whole range of descending barriers, from zero to infinity, changes the slowest decay time by a factor of four in the continuum limit. At 800 K, where \(kT=0.0689\) eV, an error of \(kT\ln 4=0.096\) eV in the terrace diffusion barrier does the same. For this quantity the diffusion barrier comes first as long as its error exceeds that. Below it, the choice depends on how uncertain each barrier still is.

## The model and its conventions

A terrace lies between two straight steps. The ascending step, where the next terrace is higher, is at \(x=0\); the descending step is at \(x=L\). Adatoms are so dilute that they do not meet. The flux is off, nothing desorbs, the steps stand still, and \(L\) is the same in every comparison.

The terrace is made of atomic rows parallel to the steps, with spacing \(b\). Rows \(j=1,\dots,N\) are free, and \(n_j\) is the mean number of adatoms per site in row \(j\). An adatom hops to each neighbouring row at rate \(\nu\), so that inside the terrace

\[
\frac{dn_j}{dt}=\nu\,(n_{j-1}-2n_j+n_{j+1}).
\]

Row 0 is the site of attachment at the ascending step. Perfect absorption means that adatoms enter it at the full rate \(\nu\) and do not return, hence \(n_0=0\). At the other end an adatom in row \(N\) goes down at the reduced rate \(s\nu\), where

\[
s=e^{-E/kT}
\]

and \(E\) is the extra barrier. The prefactor of the hop down is taken equal to that on the terrace; a different one shifts the effective \(E\) by \(kT\) times the logarithm of their ratio. The last row therefore obeys

\[
\frac{dn_N}{dt}=\nu\,(n_{N-1}-n_N)-s\nu\,n_N .
\]

Zero barrier is \(s=1\) and infinite barrier is \(s=0\). I call these the open and the closed terrace. The incorporated position beyond the descending edge is row \(N+1\), and the width is defined as \(L=(N+1)b\).

If the steps also emit adatoms in detailed balance with an equilibrium density \(n_{\rm eq}\), they supply \(\nu n_{\rm eq}\) to row 1 and \(s\nu n_{\rm eq}\) to row \(N\). These gains cancel the edge losses of a uniform density \(n_{\rm eq}\), which is then stationary. Since the equations are linear, the excess \(n_j-n_{\rm eq}\) obeys the equations above, and the results below for diffusion and the steps alone apply to that excess. The passages on desorption, pairing and islands assume that the steps emit nothing.

## First derivation: a boundary condition and its modes

**The boundary condition.** Let the density vary little from row to row. Expanding \(n_{j\pm1}\) about \(x=jb\), the first derivatives cancel and the row equation becomes

\[
\frac{\partial n}{\partial t}=D\,\frac{\partial^2 n}{\partial x^2},\qquad D=\nu b^2 .
\]

The last row can be given the same form as the others by a fictitious density \(n_{N+1}\), chosen so that the ordinary net outflow equals the true one:

\[
\nu\,(n_N-n_{N+1})=s\nu\,n_N\quad\Rightarrow\quad n_{N+1}=(1-s)\,n_N .
\]

Now \(n_{N+1}=n(L)\), and to first order in \(b\), \(n_N=n(L)-b\,n'(L)\). Inserting both gives

\[
n(L)=(1-s)\,n(L)-(1-s)\,b\,n'(L),
\]

so that \(s\,n(L)=-(1-s)\,b\,n'(L)\), or

\[
-n'(L)=\frac{n(L)}{\ell},\qquad \ell=b\,\frac{1-s}{s}=b\left(e^{E/kT}-1\right).
\]

The kinetic length \(\ell\) is the distance beyond the edge at which the density, extrapolated along its tangent, would vanish. Zero barrier gives \(\ell=0\), hence \(n(L)=0\): the descending step absorbs as well as the ascending one. Infinite barrier gives \(n'(L)=0\): no current leaves.

**The modes.** Put \(n=X(x)\,e^{-\lambda t}\), so that \(-DX''=\lambda X\). Multiplying by \(X^*\), integrating over the terrace and integrating by parts once gives

\[
\lambda\int_0^L|X|^2dx=D\int_0^L|X'|^2dx+\frac{D}{\ell}\,|X(L)|^2 .
\]

The boundary term at \(x=0\) vanished because \(X(0)=0\); the one at \(L\) was rewritten with the boundary condition. (For \(\ell=0\) it is absent, since \(X(L)=0\).) The right side is real and positive, so every mode decays without oscillation. We may write \(\lambda=Dq^2\) with real \(q>0\), and \(X(0)=0\) selects \(X=\sin qx\). With

\[
\theta=qL,\qquad \Lambda=\frac{\ell}{L},
\]

the condition at \(L\) reads \(-q\cos\theta=\sin\theta/\ell\), or

\[
\tan\theta=-\Lambda\theta,\qquad \tau=\frac1\lambda=\frac{L^2}{D\theta^2}.
\]

**The slowest mode.** For finite \(\Lambda>0\) there is no root with \(0<\theta<\pi/2\), because there the tangent is positive and the right side negative. Between \(\pi/2\) and \(\pi\), the function \(\tan\theta+\Lambda\theta\) rises steadily from \(-\infty\) to \(\Lambda\pi>0\), so it has one zero. That zero is the smallest root and gives the longest time.

To see how it moves, differentiate \(\tan\theta=-\Lambda\theta\) with respect to \(\Lambda\):

\[
\frac{1}{\cos^2\theta}\,\frac{d\theta}{d\Lambda}=-\theta-\Lambda\frac{d\theta}{d\Lambda}.
\]

Since \(1/\cos^2\theta=1+\tan^2\theta=1+\Lambda^2\theta^2\),

\[
\frac{d\theta}{d\Lambda}=-\frac{\theta}{1+\Lambda+\Lambda^2\theta^2}<0 .
\]

A higher barrier thus lowers \(\theta\) and lengthens \(\tau\). The limits are \(\theta=\pi\) at \(\Lambda=0\) and \(\theta=\pi/2\) at \(\Lambda=\infty\), so

\[
\tau_{\rm open}=\frac{L^2}{\pi^2D},\qquad
\tau_{\rm closed}=\frac{4L^2}{\pi^2D},\qquad
\frac{\tau_{\rm closed}}{\tau_{\rm open}}=4 .
\]

The open terrace holds half a sine wave and the closed one a quarter.

**Between the limits.** For a small kinetic length put \(\theta=\pi-\varepsilon\). Then \(\tan\theta=-\tan\varepsilon\), and the root condition is \(\tan\varepsilon=\Lambda(\pi-\varepsilon)\). Replacing \(\tan\varepsilon\) by \(\varepsilon\) gives \(\varepsilon=\pi\Lambda/(1+\Lambda)\), hence

\[
\theta\simeq\frac{\pi}{1+\Lambda},\qquad \frac{\tau}{\tau_{\rm open}}\simeq(1+\Lambda)^2 .
\]

A weak barrier acts as if the terrace were wider by \(\ell\).

For a large kinetic length put \(\theta=\pi/2+\delta\). Now \(\tan\theta=-\cot\delta\), so \(\cot\delta=\Lambda\theta\) and, to leading order, \(\delta\simeq 2/(\pi\Lambda)\). Then \(\theta^2\simeq\pi^2/4+\pi\delta=\pi^2/4+2/\Lambda\), and

\[
\frac{\tau}{\tau_{\rm closed}}\simeq\frac{1}{1+8/(\pi^2\Lambda)} .
\]

The closed limit needs \(\ell\gg L\), not merely \(E\gg kT\). In terms of the barrier, \(E\) must exceed \(kT\ln(L/b)\) by several \(kT\).

The time has doubled when \(\theta=\pi/\sqrt2\), which the root condition places at

\[
\Lambda=-\frac{\tan(\pi/\sqrt2)}{\pi/\sqrt2}=0.591 .
\]

## Second derivation: a mirror on the atomic rows

This route keeps the rows discrete and needs neither a kinetic length nor a transcendental equation.

**The mirror.** In the closed terrace, \(s=0\) and the last row obeys \(dn_N/dt=\nu(n_{N-1}-n_N)\). Compare an open terrace with \(2N\) free rows and absorbers at rows 0 and \(2N+1\). Start it with a density symmetric about its middle, \(n_j=n_{2N+1-j}\). The equations have the same symmetry, so the density stays symmetric and \(n_{N+1}=n_N\) at all times. Row \(N\) of this terrace then obeys

\[
\frac{dn_N}{dt}=\nu(n_{N-1}-2n_N+n_{N+1})=\nu(n_{N-1}-n_N),
\]

which is the closed-edge equation. A closed terrace of \(N\) rows is therefore half of an open terrace of \(2N\) rows.

**The rates.** For an open terrace of \(N\) rows try \(n_j=\sin(j\varphi)\,e^{-\lambda t}\). Because \(\sin((j-1)\varphi)+\sin((j+1)\varphi)=2\cos\varphi\,\sin(j\varphi)\),

\[
\lambda=2\nu(1-\cos\varphi)=4\nu\sin^2\frac{\varphi}{2}.
\]

The absorber at row \(N+1\) requires \(\varphi=m\pi/(N+1)\) with \(m=1,\dots,N\), and \(m=1\) is slowest. For \(2N\) rows the slowest mode is \(\sin(j\pi/(2N+1))\). It is unchanged by \(j\to2N+1-j\), so it is symmetric and belongs to the closed terrace. Hence

\[
\lambda_{\rm open}=4\nu\sin^2\frac{\pi}{2(N+1)},\qquad
\lambda_{\rm closed}=4\nu\sin^2\frac{\pi}{2(2N+1)} .
\]

**The factor.** Let \(R_N=\lambda_{\rm open}/\lambda_{\rm closed}\) and \(y=\pi/(4N+2)\). Since \(\pi/(2N+2)<\pi/(2N+1)=2y<\pi/2\), and the sine rises in this range,

\[
\sin\frac{\pi}{2N+2}<\sin 2y=2\sin y\cos y<2\sin y\quad\Rightarrow\quad R_N<4 .
\]

A terrace of any finite number of rows thus falls short of fourfold. For one free row the factor is 2: the adatom has two exits when the terrace is open and one when it is closed. For many rows the sines may be replaced by their arguments, with relative errors of order \(1/N^2\), and

\[
R_N\simeq\left(\frac{2N+1}{N+1}\right)^2=\left(2-\frac1{N+1}\right)^2\simeq4-\frac{4}{N+1}.
\]

The deficit has a simple origin. The open absorber sits at row \(N+1\), but the mirror sits half a spacing nearer, between rows \(N\) and \(N+1\). Letting \(N\to\infty\) at fixed \(L=(N+1)b\) and \(D=\nu b^2\) gives \(\lambda_{\rm open}\to\pi^2D/L^2\) and \(\lambda_{\rm closed}\to\pi^2D/(4L^2)\), as before.

**Barriers in between.** Multiplying the mode equations by \(n_j\) and summing over rows gives

\[
\lambda\sum_{j=1}^N n_j^2=\nu\left[n_1^2+\sum_{j=1}^{N-1}(n_{j+1}-n_j)^2+s\,n_N^2\right].
\]

The hop matrix is symmetric, so the slowest rate is the minimum of the right side over all densities with \(\sum n_j^2=1\). Take the slowest mode for some \(s\) and use it as a trial density for a smaller \(s\). The bracket falls, because \(n_N\ne0\): were \(n_N\) zero, the last-row equation would give \(n_{N-1}=0\), and so on until the whole mode vanished. The minimum falls at least as far. Raising the barrier therefore lengthens the slowest time at any \(N\).

**The whole decay curve.** In the continuum the mirror says more. Let \(S(t)\) be the fraction of a uniform deposit still on the terrace. The closed terrace of width \(L\) has the same \(S\) as an open one of width \(2L\). Doubling all lengths in the diffusion equation multiplies all times by four, so

\[
S_{\rm closed}(4t)=S_{\rm open}(t).
\]

The explicit form follows from the sine series of a uniform density, \(1=\sum_{m\,\rm odd}(4/m\pi)\sin(m\pi x/L)\), and the terrace average \(2/(m\pi)\) of each odd sine:

\[
S_{\rm open}(t)=\sum_{m\ \rm odd}\frac{8}{m^2\pi^2}\,e^{-m^2\pi^2Dt/L^2}.
\]

The slowest mode carries the share \(8/\pi^2=0.811\) from the start. Under a steady flux \(F\) per site, the mean density is the sum of what remains of all earlier deposits, \(F\int_0^\infty S\,dt\), so it too is four times larger on the closed terrace.

The stretching does not hold mode by mode. The second open mode has \(\theta=2\pi\) and the second closed mode \(\theta=3\pi/2\), so their times differ by \((2\pi)^2/(3\pi/2)^2=16/9\). The second open mode is antisymmetric about the middle and a uniform deposit does not excite it; a deposit placed off centre can, although the two halves of the mode cancel in the total coverage.

## A terrace in the regime of ruthenium

Take 64 row spacings at 800 K, with rough typical values for Ru on Ru(0001): surface lattice constant \(a=0.27\) nm, diffusion barrier 0.60 eV, prefactor \(10^{12}\) s\(^{-1}\) for each hop direction, and \(E=0.15\) eV. The two kinds of hollow site are merged into one triangular lattice, so the barrier and prefactor describe an effective hop between neighbouring sites of the same kind. If the same numbers described the single hop between adjacent hollows of different kind, both equally deep, \(D\) would be six times smaller and both limiting times about six times longer, with their ratio still close to 4. On the merged lattice two of the six hops lead to each adjacent row, so \(\nu=2\Gamma\), with \(\Gamma\) the rate per direction, and \(b=\sqrt3a/2=0.2338\) nm. Then

\[
\Gamma=10^{12}\,e^{-0.60/0.06894}=1.66\times10^8\ {\rm s^{-1}},
\]
\[
D=2\Gamma b^2=1.82\times10^7\ {\rm nm^2/s}=1.82\times10^{-7}\ {\rm cm^2/s}.
\]

With \(L=64b=14.965\) nm,

\[
\tau_{\rm open}=\frac{(14.965)^2}{\pi^2\,(1.82\times10^7)}\ {\rm s}=1.25\ {\rm \mu s},\qquad \tau_{\rm closed}=5.00\ {\rm \mu s}.
\]

On the 63 free rows the closed time is 4.92 µs and the factor 3.937; the estimate \(4-4/64\) gives 3.938.

The chosen barrier has \(\ell=0.2338\,(e^{0.15/0.06894}-1)=1.83\) nm, hence \(\Lambda=0.122\). The time is 1.25 times the open value, and the weak-barrier formula gives \(1.122^2=1.26\). Other barriers at the same temperature and width give:

| \(E\) (eV) | \(\ell/L\) | \(\tau/\tau_{\rm open}\), continuum | rows |
|---|---|---|---|
| 0.05 | 0.017 | 1.03 | 1.03 |
| 0.15 | 0.122 | 1.25 | 1.25 |
| 0.30 | 1.20 | 2.54 | 2.51 |
| 0.45 | 10.7 | 3.72 | 3.67 |
| 0.60 | 94 | 3.97 | 3.90 |

Doubling takes 0.25 eV, and 95% of the continuum closed limit takes 0.47 eV. At this width a barrier of about two \(kT\) leaves the terrace close to open. On a terrace of 16 row spacings the same barrier makes the time about 1.8 times the open value.

If the steps emit no adatoms, the neglected processes are small for this terrace. The estimates use the closed terrace, where the density is highest, and a flux of 0.001 monolayer/s. The peak coverage is then \(6\times10^{-9}\) monolayer. Emission would add the equilibrium coverage, roughly \(e^{-E_{\rm f}/kT}\), which is as large as this peak if the energy \(E_{\rm f}\) to form an adatom from a step is 1.3 eV. With a rough capture number of 3, loss by pairing is \(5\times10^{-5}\) of the slowest decay rate. Desorption, with a deliberately low energy of 4 eV and a prefactor of \(10^{13}\) s\(^{-1}\), is \(3\times10^{-18}\) of it. The ratio \(FL^2/D\), which measures step motion against diffusion, is \(10^{-8}\).

Island formation during growth is the nearest limit, provided that pairs are stable. If every pair is a stable nucleus and the capture number is again 3, 0.06 islands form per deposited layer on an \(L\times L\) patch. This is probably two to three times too high, because adatoms this sparse meet less often than a capture number of 3 implies. At fixed flux, temperature and capture number the estimate varies as \(L^6\): the density grows as \(L^2\), pair formation as its square, and the patch area as \(L^2\). On a closed terrace of twice the width it gives \(64\times0.06\approx4\). Even a third of that is about one island per layer on each patch, and with stable pairs growth there would no longer proceed by step flow alone. Stability is a demanding condition at 800 K. At the peak density and a capture number of 3, a third adatom reaches a pair about 5 times per second (about 20 at twice the width), and a pair that breaks up at the rate \(\Gamma e^{-E_{\rm b}/kT}\) outlasts this wait only if its bond energy \(E_{\rm b}\) exceeds roughly 1.1 to 1.2 eV. For weaker bonds these island counts are upper limits. With a lower descending barrier the density is smaller and fewer islands form.

A real Ru surface can also depart from the model in its inputs and its uniformity. An error of 0.1 eV in the diffusion barrier moves both limiting times by \(e^{0.1/0.0689}\approx4.3\) and leaves their ratio alone. Terrace widths vary, and a width 20% larger makes both limiting times 44% longer. On an hcp(0001) surface, successive single-layer steps of one orientation alternate between two edge structures, whose barriers may differ, and kinks may offer easier ways down. If such variations spanned 0.05 to 0.30 eV, the table shows the time running from 1.03 to 2.5 times the open value.

## What each derivation assumes

Both derivations need linear equations, a fixed width, a perfectly absorbing ascending step and no loss apart from the steps. They differ in the rest.

The mode calculation assumes a density smooth on the scale of \(b\). In return it covers every barrier with one parameter, \(\ell/L\), and shows how high a barrier must be to count as infinite. In the first-order form used here, with the edge condition imposed at \(x=L\), it misses the half-row shift that lowers 4 to 3.937. Expanding instead about \(x=L-b/2\), midway between rows \(N\) and \(N+1\), gives \(-n'=n/\ell'\) there with \(\ell'=b\,(1/s-1/2)\), and the closed terrace then has the factor \(4\,(1-1/128)^2=3.938\).

The mirror argument needs no smoothness and holds down to a single row. It fixes only the two end values; the variational step adds the direction of change between them, but no intermediate time. It also separates two ingredients: a closed terrace is half of a doubled open one, and a doubled terrace is four times slower. The second can fail while the first survives.

Desorption at a uniform rate \(w\) is such a case. It respects the mirror but adds a time that does not scale with width. Each density gains a factor \(e^{-wt}\), so the ratio of times becomes

\[
\frac{1/\tau_{\rm open}+w}{1/\tau_{\rm closed}+w}<4 ,
\]

which is 2.5 when \(w=1/\tau_{\rm closed}\).

An imperfect ascending step is another. Give it a kinetic length \(\ell_u\), so that \(n'(0)=n(0)/\ell_u\), and let \(\Lambda_u=\ell_u/L\). The doubled terrace now has two imperfect ends, while the open terrace it is compared with has one. With an open descending step the problem is the earlier one reflected, \(\tan\theta=-\Lambda_u\theta\). With a closed one, \(X=\cos q(L-x)\) gives \(\theta\tan\theta=1/\Lambda_u\). For small \(\Lambda_u\) the first root is \(\pi/(1+\Lambda_u)\). In the second, \(\theta=\pi/2-\varepsilon\) gives \(\tan\varepsilon=\Lambda_u\theta\), hence \(\theta\simeq(\pi/2)/(1+\Lambda_u)\). The factor 4 survives to first order. At \(\Lambda_u=1\) it is 5.56. For large \(\Lambda_u\) the open root tends to \(\pi/2\) while the closed one obeys \(\theta^2\simeq1/\Lambda_u\), so the factor grows as \(\pi^2\Lambda_u/4\), without bound.

For the ruthenium-like terrace, an ascending barrier of 0.15 eV moves the row factor from 3.94 to 3.97, and one of 0.30 eV moves it to 5.99. The bound used at the outset to rank the two barriers thus rests on easy attachment at the ascending step: \(\ell_u\) must be small compared with \(L\). The numerical output below gives the values in full.

## Calculated quantities

```
INPUTS (rough typical values, Ru(0001) regime)
temperature = 800 K, kT = 0.06894 eV
surface lattice constant = 0.27 nm
diffusion barrier = 0.60 eV
hop prefactor per direction = 1.0e+12 1/s
descending extra barrier = 0.15 eV
flux = 1.0e-03 monolayer/s
row spacing b = 0.2338 nm, L/b = 64, free rows = 63
terrace width L = 14.965 nm
CONTINUUM RESULTS
hop rate per direction = 1.6602e+08 1/s
D = 1.8155e+07 nm^2/s = 1.8155e-07 cm^2/s
decay time, zero barrier = 1.2499 us
decay time, infinite barrier = 4.9995 us
factor, slowest mode = 4.00000000
factor, second mode = 1.777778
late amplitude after uniform deposit = 0.810569
steady mean density factor = 4.00000000
ROW MODEL
decay time, zero barrier = 1.2501 us
decay time, infinite barrier = 4.9219 us
factor for 63 rows = 3.93715
factor for 1 row = 2.00000
factor for 200 rows = 3.98006
BARRIER: l in nm, l/L, theta, tau/tau_open continuum, row model
0.05 eV: 0.249, 0.0166, 3.0902, 1.0335, 1.0335
0.15 eV: 1.826, 0.1220, 2.8111, 1.2489, 1.2470
0.30 eV: 17.913, 1.1970, 1.9716, 2.5390, 2.5103
0.45 eV: 159.637, 10.6674, 1.6283, 3.7224, 3.6661
0.60 eV: 1408.173, 94.0983, 1.5775, 3.9659, 3.9039
l/L for doubled time = 0.59136, barrier = 0.2523 eV
l/L for 95% of closed limit = 15.1974, barrier = 0.4744 eV
NEGLECTED EFFECTS
peak steady coverage = 6.071e-09 monolayer
pair loss / slowest decay rate = 5.156e-05 (capture number 3)
islands per layer on an L x L patch = 0.0606
desorption / slowest decay rate = 3.113e-18 (4.0 eV, 1e+13 1/s)
step motion, F L^2/D = 1.234e-08
row factor with ascending barrier 0.05 eV = 3.9384
row factor with ascending barrier 0.15 eV = 3.9716
row factor with ascending barrier 0.30 eV = 5.9891
continuum factor, ascending kinetic length = L: 5.5607
```
